\section*{Two-hole Auger propagator of a filled Hubbard band}

Take a filled band 1 eV wide on a simple cubic lattice, and let two holes on the same site repel each other by $U=0.75$ eV. An Auger decay that leaves two holes on one site then puts 81\% of its spectral weight into bound pairs. The compact formula $G^0/(1-UG^0)$, with $G^0$ the local propagator of two holes without mutual repulsion, has no split-off bound line in this band until $U$ reaches 0.895 eV. The two statements describe different problems. The compact formula belongs to repulsion on the core-hole site alone; in a Hubbard band the holes also repel when they meet elsewhere.

\section{The two-hole problem}

Consider $N$ sites with one orbital each and the Hamiltonian
\begin{equation}
H=\sum_{ij\sigma}h_{ij}c^\dagger_{i\sigma}c_{j\sigma}
+\sum_iU_i n_{i\uparrow}n_{i\downarrow}.
\label{eq:H}
\end{equation}
The band is completely filled, in the state $|F\rangle$ of energy $E_F$. This is the only band state with $2N$ electrons. A core-hole potential that acts within the band conserves electron number, so $|F\rangle$ remains an eigenstate and no screening occurs inside the band. I assume a local, energy-independent Auger matrix element and outgoing electrons too fast to interact with the holes. The decay fills the core hole and creates $c_{0\downarrow}c_{0\uparrow}|F\rangle$, which then evolves under $H$.

Define hole operators by $d^\dagger_{i\sigma}=c_{i\sigma}$. The anticommutator gives
\begin{equation}
c^\dagger_{i\sigma}c_{j\sigma}=d_{i\sigma}d^\dagger_{j\sigma}
=\delta_{ij}-d^\dagger_{j\sigma}d_{i\sigma}.
\end{equation}
With $\nu_{i\sigma}=d^\dagger_{i\sigma}d_{i\sigma}$, the repulsion contains
\begin{equation}
n_{i\uparrow}n_{i\downarrow}=(1-\nu_{i\uparrow})(1-\nu_{i\downarrow})
=1-\nu_{i\uparrow}-\nu_{i\downarrow}+\nu_{i\uparrow}\nu_{i\downarrow}.
\end{equation}
Collecting terms,
\begin{align}
H&=E_F+\sum_{ij\sigma}T_{ij}d^\dagger_{i\sigma}d_{j\sigma}
+\sum_iU_i\nu_{i\uparrow}\nu_{i\downarrow},\\
T_{ij}&=-h_{ji}-U_i\delta_{ij},\qquad
E_F=2\sum_i h_{ii}+\sum_iU_i .
\end{align}
Holes therefore repel with $+U_i$. The term $-U_i$ in $T$ is the Hartree shift: removing one electron also removes its repulsion with its partner. It belongs to the one-hole energies seen in photoemission, and hence to $G^0$. Setting $U=0$ in \eqref{eq:H} would lose it.

Let $|i,j\rangle$ have its down-spin hole on $i$ and its up-spin hole on $j$. In this space $H-E_F=H_0+V$, where
\begin{equation}
H_0=T\otimes1+1\otimes T,\qquad V=\sum_lU_l|l,l\rangle\langle l,l|.
\end{equation}
For complex energy $z$ in the upper half-plane define
\begin{equation}
G_{ij}(z)=\langle i,i|(z-H_0-V)^{-1}|j,j\rangle,
\end{equation}
and $G^0_{ij}$ likewise with $V=0$. The spectrum for a sharp core level is $D(E)=-\mathrm{Im}\,G_{00}(E+i0)/\pi$. If $E_c$ is the core binding energy, energy conservation gives the Auger kinetic energy $E_c-E$, so a larger repulsion means a slower Auger electron.

Without $V$ the holes move independently. The amplitude for both to go from $j$ to $i$ in time $\tau$ is the square of $g_{ij}(\tau)=\langle i|e^{-iT\tau/\hbar}|j\rangle$, and
\begin{equation}
G^0_{ij}(z)=-\frac{i}{\hbar}\int_0^\infty d\tau\,e^{iz\tau/\hbar}g_{ij}(\tau)^2.
\label{eq:time}
\end{equation}
For $i=j=0$, inserting $g_{00}=\int d\varepsilon\,\rho(\varepsilon)e^{-i\varepsilon\tau/\hbar}$ and integrating over time gives
\begin{equation}
G^0_{00}(z)=\int d\varepsilon\,d\varepsilon'\,
\frac{\rho(\varepsilon)\rho(\varepsilon')}{z-\varepsilon-\varepsilon'} .
\end{equation}
Its spectrum is the self-convolution of the local one-hole density of states $\rho$.

\section{First derivation: encounters on sites}

Write $R=(z-H_0-V)^{-1}$ and $R_0=(z-H_0)^{-1}$. Then $R_0^{-1}-R^{-1}=V$. Multiplication by $R_0$ on the left and $R$ on the right gives
\begin{equation}
R=R_0+R_0VR.
\end{equation}
Take the element between $\langle i,i|$ and $|j,j\rangle$. Since $V$ contains only doubly occupied sites, the equation closes:
\begin{equation}
G_{ij}=G^0_{ij}+\sum_lG^0_{il}U_lG_{lj}.
\label{eq:sites}
\end{equation}
With $\mathcal U=\mathrm{diag}(U_l)$, the solution is $G=(1-G^0\mathcal U)^{-1}G^0$. Each factor of $U_l$ marks an encounter on site $l$.

If $U_l=U\delta_{l0}$, the sum has one term, $G_{00}=G^0_{00}+UG^0_{00}G_{00}$, and
\begin{equation}
G_{00}^{\rm loc}=\frac{G^0_{00}}{1-UG^0_{00}} .
\label{eq:local}
\end{equation}
This holds for any hopping matrix, provided $G^0$ includes the Hartree shift on that site.

For a Hubbard band take $U_l=U$ and a periodic $T$ with one-hole energies $e_{\mathbf k}$. Then
\begin{equation}
g(\mathbf R,\tau)=\frac1N\sum_{\mathbf k}
e^{i\mathbf k\cdot\mathbf R-ie_{\mathbf k}\tau/\hbar}.
\end{equation}
Squaring $g$ produces the phase $e^{i(\mathbf k+\mathbf k')\cdot\mathbf R}$. Multiplying by $e^{-i\mathbf K\cdot\mathbf R}$ and summing over $\mathbf R$ gives $N$ when $\mathbf k'=\mathbf K-\mathbf k$ and zero otherwise. Equation \eqref{eq:time} becomes
\begin{equation}
G^0_{\mathbf K}(z)=\frac1N\sum_{\mathbf k}
\frac1{z-e_{\mathbf k}-e_{\mathbf K-\mathbf k}} .
\label{eq:G0K}
\end{equation}
The sum over $l$ in \eqref{eq:sites} is a convolution, so its transform is $G_{\mathbf K}=G^0_{\mathbf K}+UG^0_{\mathbf K}G_{\mathbf K}$. Solving and transforming back to zero separation,
\begin{equation}
G_{00}(z)=\frac1N\sum_{\mathbf K}
\frac{G^0_{\mathbf K}(z)}{1-UG^0_{\mathbf K}(z)} .
\label{eq:result}
\end{equation}
The average is taken after the division. Since $G^0_{00}$ is the average of $G^0_{\mathbf K}$, equation \eqref{eq:local} averages before it. The two agree if $G^0_{\mathbf K}$ is independent of $\mathbf K$, as at zero hopping.

A four-site calculation with all electrons shows the distinction. The matrix $h$ was random, complex and Hermitian, with elements of order 1 eV, and $z=0.7+0.8i$ eV. For repulsions of 2.0, 1.3, 2.7 and 1.8 eV, the local formula missed the direct propagator by $0.14$ eV$^{-1}$. With 2.0 eV on the core-hole site and none elsewhere, the difference was at rounding level, $5\times10^{-16}$ eV$^{-1}$.

\section{Second derivation: the pair wave function}

The same result follows from the wave function of the holes, without the resolvent identity. Let $\Psi(\mathbf r_1,\mathbf r_2)$ solve the Schr\"odinger equation with a source at the Auger site,
\begin{equation}
(z-H_0-V)|\Psi\rangle=|0,0\rangle,\qquad G_{00}=\Psi(0,0).
\end{equation}
Define
\begin{equation}
\Phi(\mathbf k_1,\mathbf k_2)=\sum_{\mathbf r_1\mathbf r_2}
e^{-i\mathbf k_1\cdot\mathbf r_1-i\mathbf k_2\cdot\mathbf r_2}
\Psi(\mathbf r_1,\mathbf r_2).
\end{equation}
The source transforms to 1. The repulsion keeps only equal positions, so
\begin{equation}
(z-e_{\mathbf k_1}-e_{\mathbf k_2})\Phi(\mathbf k_1,\mathbf k_2)
=1+U\chi_{\mathbf k_1+\mathbf k_2},
\end{equation}
where
\begin{equation}
\chi_{\mathbf K}=\sum_{\mathbf R}e^{-i\mathbf K\cdot\mathbf R}\Psi(\mathbf R,\mathbf R).
\end{equation}
The right side depends on the total momentum but not on how the holes share it. Therefore
\begin{equation}
\Phi(\mathbf k,\mathbf K-\mathbf k)=
\frac{1+U\chi_{\mathbf K}}{z-e_{\mathbf k}-e_{\mathbf K-\mathbf k}} .
\label{eq:wave}
\end{equation}
To find $\chi$, invert the transform at equal positions:
\begin{equation}
\Psi(\mathbf R,\mathbf R)=\frac1{N^2}\sum_{\mathbf k_1\mathbf k_2}
e^{i(\mathbf k_1+\mathbf k_2)\cdot\mathbf R}\Phi(\mathbf k_1,\mathbf k_2).
\end{equation}
The sum over $\mathbf R$ in $\chi_{\mathbf K}$ supplies one factor $N$ and fixes $\mathbf k_1+\mathbf k_2=\mathbf K$. Hence
\begin{equation}
\chi_{\mathbf K}=\frac1N\sum_{\mathbf k}\Phi(\mathbf k,\mathbf K-\mathbf k)
=G^0_{\mathbf K}(1+U\chi_{\mathbf K}),
\end{equation}
so $\chi_{\mathbf K}=G^0_{\mathbf K}/(1-UG^0_{\mathbf K})$. Finally $\Psi(0,0)=N^{-1}\sum_{\mathbf K}\chi_{\mathbf K}$, which is \eqref{eq:result}.

\section{Bound pairs in the cubic band}

From here energies are measured from twice the mean one-hole energy. The kinetic energy then contains this reference as well: it is $E_c$ minus twice the mean one-hole energy minus $E$. For nearest-neighbour hopping $t>0$ and unit lattice spacing, $e_{\mathbf k}=2t\sum_a\cos k_a$. Put $\mathbf k=\mathbf K/2+\mathbf q$. Adding the two cosines gives
\begin{equation}
e_{\mathbf k}+e_{\mathbf K-\mathbf k}
=\sum_a4t\cos(K_a/2)\cos q_a .
\end{equation}
A negative coefficient can be made positive by shifting $q_a$ by $\pi$, so only $A_a=4t|\cos(K_a/2)|$ matters. Above the continuum edge $\sum_aA_a$, use $1/x=\int_0^\infty ds\,e^{-xs}$ and average over $\mathbf q$:
\begin{equation}
G^0_{\mathbf K}(E)=\int_0^\infty ds\,e^{-Es}\prod_{a=1}^3I_0(A_as).
\label{eq:bessel}
\end{equation}
Here $I_0$ is the modified Bessel function. The local propagator contains six independent cosines of amplitude $2t$, so its product is $I_0(2ts)^6$.

A bound pair satisfies $1=UG^0_{\mathbf K}(E_{\mathbf K})$. Near it the denominator of \eqref{eq:result} is $-UG^{0\prime}_{\mathbf K}(E_{\mathbf K})(E-E_{\mathbf K})$ and the numerator is $1/U$. The pole weight is therefore
\begin{equation}
w_{\mathbf K}=-\frac1{U^2G^{0\prime}_{\mathbf K}(E_{\mathbf K})},
\end{equation}
which is positive because \eqref{eq:bessel} decreases with $E$.

At the edge, \eqref{eq:bessel} contains the factors $e^{-A_as}I_0(A_as)$. Each is the average of $e^{-A_as(1-\cos q)}$ and falls as $A_a$ grows. The edge value of $G^0_{\mathbf K}$ is thus smallest at $\mathbf K=0$, where binding is hardest. For $t=1/12=0.0833$ eV this threshold is 0.6595 eV; any larger $U$ binds a pair at every $\mathbf K$.

The local formula has the higher threshold for a related reason. Its edge is $12t$. At this fixed energy \eqref{eq:bessel} grows with every $A_a$, so $G^0_{\mathbf K}(12t)$ is largest at $\mathbf K=0$. Its average, $G^0_{00}(12t)$, is smaller, and a larger $U$ is needed to satisfy $1=UG^0_{00}$. The value is 0.895 eV.

The opening case, $U=9t=0.75$ eV, lies between the thresholds. At $\mathbf K=(\pi,\pi,\pi)$ all $A_a$ vanish, $G^0_{\mathbf K}=1/E$, and the pair energy is $U=0.750$ eV. At $\mathbf K=0$ it is 1.023 eV. The first energy lies inside the full two-hole continuum, from $-1$ to $1$ eV, but conservation of $\mathbf K$ prevents decay into continuum states of other momenta.

With Lorentzian broadening of half width 0.05 eV, the lattice spectrum peaks at 0.85 eV with height 3.4 eV$^{-1}$. The local formula peaks at 0.88 eV with height 4.3 eV$^{-1}$. The formula without a bound line thus has the taller peak, so peak height alone does not reveal binding. Half the integrated absolute difference of the two spectra, the misplaced weight, is 0.080 of the total.

\section{How large is the error?}

Separating $l=0$ from the other sites in \eqref{eq:sites} gives, for uniform $U$,
\begin{equation}
G_{00}-G_{00}^{\rm loc}
=\frac{U}{1-UG^0_{00}}\sum_{l\ne0}G^0_{0l}G_{l0}.
\label{eq:error}
\end{equation}
Both propagators here use the same $T$. The spectral moments $M_n=\langle0,0|(H-E_F)^n|0,0\rangle$ show when the difference starts. Both holes must hop to the same neighbour, repel once and return: four hops and one factor of $U$. There are two orders for the outward hops, two for the return and $Z$ neighbours, so moments through the fourth agree and
\begin{equation}
M_5-M_5^{\rm loc}=4Zt^4U.
\end{equation}
If $Z$ grows at fixed $m=Zt^2$, this is $4m^2U/Z$. On hypercubic lattices, the one-hole amplitude to a typical site $n$ steps away scales as $Z^{-n/2}$. Each pair propagator in \eqref{eq:error} scales as $Z^{-n}$, and there are of order $Z^n$ such sites. Their contribution is of order $Z^{-n}$, led by $1/Z$ from the neighbours. This counting applies at fixed $z$ off the real axis. For $U=1$ eV, $Zt^2=1$ eV$^2$ and $z=1+2i$ eV, the error falls from $9.9\times10^{-4}$ to $4.4\times10^{-4}$ eV$^{-1}$ between $Z=6$ and $Z=12$.

Strong repulsion is a second useful limit. Expanding $G^0_{\mathbf K}$ in $1/E$ gives $1/E+m_{\mathbf K}/E^3$, with
\begin{equation}
m_{\mathbf K}=\frac12\sum_aA_a^2
=4t^2\sum_a(1+\cos K_a).
\end{equation}
The pole condition becomes $E=U(1+m_{\mathbf K}/E^2)$, hence $E_{\mathbf K}\simeq U+m_{\mathbf K}/U$. The pair bandwidth is $24t^2/U$. The local formula has second moment $12t^2$, equal to the average of $m_{\mathbf K}$. To this order it puts one line at the centre of the pair band.

\section{A zinc-like filled shell}

Zinc-containing resists make the filled zinc 3d shell a relevant case. Rough inputs are a one-hole width of 1 eV, $U=10$ eV and a core-level full width of 0.6 eV. The cubic one-orbital band gives
\begin{equation}
\frac{24t^2}{U}=\frac{24(0.08333\ \mathrm{eV})^2}{10\ \mathrm{eV}}
=0.0167\ \mathrm{eV}.
\end{equation}
The full pole condition gives pair energies from 10.000 to 10.017 eV, and the local formula gives 10.008 eV. Bound pairs carry 99.9\% of the weight in both. After core-level broadening the local formula misplaces only $4\times10^{-5}$ of the weight. Within this model it is an excellent approximation, although it has no pair dispersion.

Real zinc breaks the one-orbital assumption first. A nonrelativistic Hartree--Fock calculation for free Zn$^{2+}$ in the def2-SVP basis, without correlation or orbital relaxation, places the two-hole $^1G$ term 3.5 eV above $^3F$ and $^1S$ another 5.1 eV higher. These splittings are hundreds of times the pair bandwidth, so the model cannot supply a real line shape. The same calculation gives a mean repulsion of 29 eV; the input of 10 eV must stand for a strongly screened and relaxed value. A rough 3d spin-orbit splitting of 0.3 eV also exceeds the pair bandwidth. Thermal emptying is negligible: for a band roughly 9 eV below the Fermi level at 300 K, the hole occupation is roughly $10^{-150}$.

Repulsion $V_1$ between neighbouring sites changes the intermediate state of pair hopping, replacing $U$ by $U-V_1$ in the second-order width. A crude Thomas--Fermi estimate for the metal, good only to an order of magnitude at five screening lengths, gives $V_1=0.03$ eV, a change of about 0.3\%. That screening does not carry over to an insulating resist. With the bare 5.3 eV at 0.27 nm and $U$ held at 10 eV, the width would roughly double, to 0.036 eV. In a resist the zinc hopping would also differ from the band value used here. Mixing with conduction states and their screening response are not sized.

\section{What the derivations assume}

Both derivations need a filled initial band. A hole already present would repel the Auger hole of opposite spin when they meet and, by the Pauli principle, keep the other off its site. The two-hole equations would then no longer describe the final state. Both also need purely on-site repulsion. With neighbour repulsion, \eqref{eq:sites} would involve states with holes on different sites, and the numerator in \eqref{eq:wave} would depend on $\mathbf k$ as well as $\mathbf K$.

They differ in their use of symmetry. The site derivation allows any hopping and unequal $U_i$, so it covers surfaces, clusters and impurities, and it identifies one repulsive site as a case in which the local formula is exact for any hopping. Translation symmetry enters only at its last step. The wave-function derivation uses that symmetry from the start. In return, \eqref{eq:wave} gives the amplitude of every separated hole configuration, and shows why each total momentum has its own binding condition. The numerical output below lists the values for both repulsion strengths.

\section*{Table of computed values}
\begin{verbatim}
ROUGH ZINC-LIKE INPUTS
one-hole band width: 1.0 eV
hole hopping t: 0.08333 eV
on-site repulsion U: 10.0 eV
core-level full width: 0.6 eV
ZINC-LIKE RESULTS
two-hole continuum edges: -/+ 1.00 eV
local-formula pole energy: 10.00834 eV
local-formula pole weight: 0.99917
lattice pair energy at K=(pi,pi,pi): 10.00000 eV
lattice pair energy at K=0: 10.01668 eV
lattice pair band width: 0.01668 eV
second-order width 24 t^2/U: 0.01667 eV
lattice pair centroid: 10.00834 eV
lattice total pair weight: 0.99917
weight misplaced by local formula: 3.63e-05
WEAK-REPULSION MODEL, SAME BAND
repulsion U = 9t: 0.750 eV
U binding pairs at every K: 0.6595 eV
U for a split-off line in local formula: 0.8953 eV
pair energy at K=(pi,pi,pi): 0.7500 eV
pair energy at K=0: 1.0227 eV
total weight of bound pairs: 0.811
Lorentzian half width used: 0.05 eV
lattice spectrum peak: 0.85 eV
local-formula spectrum peak: 0.88 eV
lattice peak height: 3.365 1/eV
local-formula peak height: 4.310 1/eV
weight misplaced by local formula: 0.080
CHECK VALUES
Fock-space error, U on all sites: 1.40e-01 1/eV
Fock-space error, U on one site: 4.8e-16 1/eV
local-formula error, Z=6, Z t^2=1 eV^2: 9.88e-04 1/eV
local-formula error, Z=12, Z t^2=1 eV^2: 4.38e-04 1/eV
NEGLECTED EFFECTS
free Zn2+ Hartree-Fock mean 3d repulsion: 29.47 eV
free Zn2+ 1G minus 3F: 3.51 eV
free Zn2+ 1S minus 1G: 5.15 eV
3d spin-orbit splitting (rough input): 0.3 eV
neighbour distance (rough input): 0.27 nm
Thomas-Fermi screening length: 0.0506 nm
neighbour repulsion, bare: 5.33 eV
neighbour repulsion, screened: 0.026 eV
band depth below Fermi level (rough input): 9 eV
temperature: 300 K
log10 of thermal hole occupation: -151
\end{verbatim}
